# Discretisation Reflection of a One-Dimensional Perfectly Matched Layer

## Result

A perfectly matched layer (PML) replaces an infinite outer medium by a finite absorbing region. Let a wave of real transverse wavenumber $\kappa>0$ enter a layer $0<x<L$ with complex stretch

$$s(x)=1+i\hat\sigma\left(\frac{x}{L}\right)^m ,$$

closed by a wall where the field vanishes. In the continuum the layer itself reflects nothing, and the wall returns an echo of modulus

$$R=\exp\left(-\frac{2\kappa\hat\sigma L}{m+1}\right). \tag{1}$$

The central-difference scheme (5) with step $h$, which gives each node the mean stretch of its two cells, has a further reflection $r_d$. For $m\ge1$, a fine mesh and a thick layer, its leading value is

$$|r_d|\simeq\frac{(\kappa h)^2}{8}\,\frac{(m+1)!\,\ln(1/R)}{(2\kappa L)^{m+1}} . \tag{2}$$

In this regime, stronger absorption lowers $R$ but raises $|r_d|$. The reflectionless property belongs to the differential equation; scheme (5) has it only in the limit $h\to0$. The size and order of $r_d$ depend on the scheme: sampling the stretch at the nodes instead removes the $h^2$ term (2) when $m\ge2$, as shown below.

## The continuum layer

The time factor is $e^{-i\omega t}$, and the TE field is $E(x)e^{i\beta z}$. In a uniform outer medium of index $n$,

$$E''+\kappa^2E=0,\qquad \kappa^2=k_0^2n^2-\beta^2,$$

where $k_0$ is the vacuum wavenumber and $e^{i\kappa x}$ travels outward. The PML continues the coordinate into the complex plane, $u(x)=\int_0^x s\,dx'$. Since $d/du=(1/s)\,d/dx$, the equation becomes

$$\frac1s\frac{d}{dx}\left(\frac1s\frac{dE}{dx}\right)+\kappa^2E=0, \tag{3}$$

with solutions $e^{\pm i\kappa u}$. The quantities continuous in $x$ are $E$ and $E'/s=dE/du$. The wave $e^{i\kappa u}$ satisfies both conditions without a partner, even where $s$ jumps, so no profile reflects.

At the wall, $e^{i\kappa u(L)}+re^{-i\kappa u(L)}=0$ gives

$$r=-e^{2i\kappa u(L)},\qquad u(L)=L+\frac{i\hat\sigma L}{m+1}.$$

The modulus is (1). To obtain a chosen $R$ one sets

$$\hat\sigma=\frac{(m+1)\ln(1/R)}{2\kappa L}. \tag{4}$$

For an evanescent tail, $\kappa=i\gamma$, the modulus is $|e^{-\gamma u}|=e^{-\gamma x}$: this stretch adds oscillation but no decay. It absorbs radiation, and does not shorten the space needed by a guided tail.

## The difference scheme as a stack of films

Let $s_{j+1/2}$ be the stretch at the midpoint of the cell between nodes $j$ and $j+1$. Multiplying (3) by $s$ and taking central differences gives

$$\frac1{h^2}\left[\frac{E_{j+1}-E_j}{s_{j+1/2}}-\frac{E_j-E_{j-1}}{s_{j-1/2}}\right]+\kappa^2s_jE_j=0,\qquad s_j=\frac{s_{j-1/2}+s_{j+1/2}}2. \tag{5}$$

In a region of constant $s$, the trial solution $E_j=e^{\pm ij\theta}$ gives $(2\cos\theta-2)/s+(\kappa h)^2s=0$, hence

$$\sin\frac\theta2=\frac{\kappa hs}{2}. \tag{6}$$

The two nodal values of any single cell can be written as a sum of two such waves, provided $\sin\theta\ne0$. The cell is therefore a film one step thick.

Consider a node with stretch $s_a$ on its left and $s_b$ on its right. Let $a_a,b_a$ and $a_b,b_b$ be the outward and inward amplitudes at the node, seen from each side. Then $E_j=a_a+b_a=a_b+b_b$. On the right,

$$\frac{E_{j+1}-E_j}{s_b}=\frac{(\cos\theta_b-1)E_j+i\sin\theta_b\,(a_b-b_b)}{s_b}.$$

By (6), $\cos\theta_b-1=-2\sin^2(\theta_b/2)=-(\kappa hs_b)^2/2$, so the first term is $-\tfrac12(\kappa h)^2s_bE_j$. On the left, in the same way,

$$\frac{E_j-E_{j-1}}{s_a}=\tfrac12(\kappa h)^2s_aE_j+\frac{i\sin\theta_a}{s_a}(a_a-b_a).$$

Subtracting the second expression from the first leaves $-\tfrac12(\kappa h)^2(s_a+s_b)E_j$, which cancels the last term of (5), multiplied by $h^2$, because $s_j$ is the mean. What remains is

$$\frac{\sin\theta_a}{s_a}(a_a-b_a)=\frac{\sin\theta_b}{s_b}(a_b-b_b).$$

Since $\sin\theta=2\sin(\theta/2)\cos(\theta/2)=\kappa hsY$, with

$$Y=\sqrt{1-(\kappa hs/2)^2}, \tag{7}$$

the matching conditions are continuity of $a+b$ and of $Y(a-b)$. Thus $Y$ is an admittance. It equals one for every $s$ in the continuum, but depends on $s$ in scheme (5). This is not true of every three-point scheme: if the last term of (5) is replaced by $\tfrac14\kappa^2[s_{j+1/2}(E_j+E_{j+1})+s_{j-1/2}(E_j+E_{j-1})]$, the admittance is independent of $s$ and only the wall echo remains at any $h$.

Let $\Gamma=b/a$. Dividing the two conditions gives

$$\frac{1-\Gamma_a}{1+\Gamma_a}=\frac{Y_b}{Y_a}\,\frac{1-\Gamma_b}{1+\Gamma_b}.$$

Solving for $\Gamma_a$,

$$\Gamma_a=\frac{Y_a(1+\Gamma_b)-Y_b(1-\Gamma_b)}{Y_a(1+\Gamma_b)+Y_b(1-\Gamma_b)}
=\frac{\rho+\Gamma_b}{1+\rho\Gamma_b},\qquad \rho=\frac{Y_a-Y_b}{Y_a+Y_b}. \tag{8}$$

The reflection algorithm starts with $\Gamma=-1$ at the wall. It multiplies $\Gamma$ by $e^{2i\theta}$ to cross a cell from right to left, applies (8) at the next node, and repeats until the entrance.

Reflection can also be measured from the field. Put uniform cells before the layer, set $E=1$ at the outer node and $E=0$ at the wall, and solve the tridiagonal system (5). Two nodal values in the uniform part then give the amplitudes $a$ and $b$ of the lattice waves (6). The measured reflections in this section and the next two were obtained in this way.

For small $h$, $Y\simeq1-(\kappa hs)^2/8$, and therefore

$$\rho\simeq\frac{(\kappa h)^2}{16}(s_b^2-s_a^2). \tag{9}$$

Lengths are now measured in transverse wavelengths $2\pi/\kappa$. An abrupt layer ($m=0$) with $L=2$, $R=10^{-12}$ and 20 points per wavelength has $\kappa h=0.314$ and $\hat\sigma=1.10$. Equation (9) gives $|\rho|=0.0155$; the solved field gives $0.0156$. The continuum echo is ten orders of magnitude smaller.

## Smooth profiles and thickness

In a smooth profile each node reflects weakly. Adding the single reflections, with $d(s^2)=2ss'\,dx$ in (9), gives

$$r\simeq\frac{(\kappa h)^2}{8}J-e^{2i\kappa u(L)},\qquad J=\int_0^Lss'e^{2i\kappa u}\,dx. \tag{10}$$

The neglected terms are of order $h^4$, from the next term of $Y$, the mesh correction to the phase and the replacement of a sum by an integral, and of order $h^2R$, from mesh corrections to waves that reach the wall. Multiple reflections that avoid the wall involve at least three partial reflections and are only of order $h^6$.

For $m=2$, $L=1$ and $R=10^{-10}$, the measured $|r|$ is $6.84\times10^{-5}$ at 80 points per wavelength and $1.71\times10^{-5}$ at 160. Halving $h$ divides it by four. Numerical quadrature of (10) also gives $1.71\times10^{-5}$ on the finer mesh.

To find the dependence on thickness, use $se^{2i\kappa u}=(2i\kappa)^{-1}\,d(e^{2i\kappa u})/dx$ and integrate by parts:

$$J=\frac1{2i\kappa}\left[s'e^{2i\kappa u}\right]_0^L-\frac1{2i\kappa}\int_0^Ls''e^{2i\kappa u}\,dx. \tag{11}$$

The upper endpoint carries a factor $R$ and is dropped. Write $a=2\kappa L$, $c=\ln(1/R)$ and $\xi=x/L$; from here on $a$ no longer denotes an amplitude. By (4), $\hat\sigma=(m+1)c/a$ and $2i\kappa u=ia\xi-c\xi^{m+1}$.

For $m=1$, $s''=0$ and $s'(0)=i\hat\sigma/L$, so $J=-\hat\sigma/a=-2c/a^2$. This is (2) for $m=1$. For $m\ge2$, $s'(0)=0$ and

$$J\simeq-\frac{\hat\sigma m(m-1)}{a}\int_0^\infty\xi^{m-2}e^{ia\xi-c\xi^{m+1}}\,d\xi, \tag{12}$$

where extending the upper limit costs terms of order $R$.

For large $a$, the entrance contributes from small $\xi$, where $c\xi^{m+1}$ can be neglected. Rotating the path to $\xi=it$ gives

$$\int_0^\infty\xi^{m-2}e^{ia\xi}\,d\xi=i^{m-1}\int_0^\infty t^{m-2}e^{-at}\,dt=\frac{i^{m-1}(m-2)!}{a^{m-1}}.$$

Hence $J_0=-i^{m-1}\hat\sigma\,m!/a^m$ and $|J_0|=(m+1)!\,c/a^{m+1}$, which is (2). The cause is the jump in the $m$th derivative of $s$ at the entrance. In a sufficiently thick layer, a smoother start makes the partial reflections cancel better.

This $h^2$ reflection is tied to the mean in (5). The staggered choice $s_j=s(x_j)$ changes the node coefficient by $\delta\simeq-h^2s''/8$. To first order, a change $\delta$ in the coefficient of $\kappa^2E$ reflects $(i\kappa/2)\int\delta\,e^{2i\kappa u}\,dx=-(i\kappa h^2/16)\int s''e^{2i\kappa u}\,dx$. For $m\ge2$, (11) without its upper endpoint gives $(\kappa h)^2J/8=+(i\kappa h^2/16)\int s''e^{2i\kappa u}\,dx$, so the two cancel. For $m=2$, $L=2$, $R=10^{-14}$ and 80 points per wavelength, $|r|$ drops from $9.3\times10^{-6}$ to $1.5\times10^{-8}$ and falls as $h^4$; for $m=1$ the modulus (2) remains at leading order. Equations (2) and (7)–(14), and the mesh reflections quoted in this text, refer to scheme (5).

There is a second contribution. The exponent in (12) is stationary where $ia=(m+1)c\xi^m$, or $\xi_s^m=i/\hat\sigma$. At this complex point $s=1+i\hat\sigma\xi_s^m=0$. For $m=2$ and $3$, used below, the path that leaves the origin upwards returns to the real axis over the saddle with argument $\pi/(2m)$. There the exponent is $ia\xi_sm/(m+1)$ and its second derivative is $-m(m+1)c\xi_s^{m-1}$. The Gaussian integral over the saddle gives

$$J_s\simeq-\frac{\hat\sigma m(m-1)}a\,\xi_s^{m-2}\sqrt{\frac{2\pi}{m(m+1)c\,\xi_s^{m-1}}}\;e^{ia\xi_sm/(m+1)}. \tag{13}$$

Its exponential factor has modulus $\exp[-\tfrac{m}{m+1}a|\xi_s|\sin(\pi/2m)]$. At fixed $R$, $|\xi_s|\propto a^{1/m}$, so the exponent grows as $a^{1+1/m}$ and the entrance part wins in a thick layer.

For 80 points per wavelength and $R=10^{-10}$:

| $m$ | $L$ | measured | with (13) | law (2) |
|---|---|---|---|---|
| 1 | 2 | $5.62\times10^{-5}$ | $5.62\times10^{-5}$ | $5.62\times10^{-5}$ |
| 2 | 2 | $6.72\times10^{-6}$ | $6.73\times10^{-6}$ | $6.71\times10^{-6}$ |
| 3 | 2 | $1.17\times10^{-6}$ | $1.18\times10^{-6}$ | $1.07\times10^{-6}$ |
| 3 | 4 | $6.66\times10^{-8}$ | $6.68\times10^{-8}$ | $6.68\times10^{-8}$ |

For $m=3$, $L=2$, the inner part has 21 % of the modulus of the entrance part, and the simple law is visibly low. At $L=4$ this share is below $10^{-4}$. The quadratic layer with $L=1$ considered above is also too thin: at 160 points per wavelength the law gives $1.34\times10^{-5}$, against the measured $1.71\times10^{-5}$.

## Choosing the absorption

Equation (2) has the form $|r_d|=D\ln(1/R)$, with

$$D=\frac{(\kappa h)^2(m+1)!}{8(2\kappa L)^{m+1}}.$$

Adding the moduli of the two echoes gives the estimate

$$B(R)=R+D\ln(1/R),\qquad \frac{dB}{dR}=1-\frac DR. \tag{14}$$

The second derivative $D/R^2$ is positive, so $B$ is least at $R=D$. In this estimate, which ignores interference between the echoes, absorption beyond this point costs more in mesh reflection than it saves at the wall. For $m=2$, $L=2$ and 40 points per wavelength, $D=1.17\times10^{-6}$:

| continuum $R$ | measured | estimate $B$ |
|---|---|---|
| $10^{-3}$ | $9.81\times10^{-4}$ | $1.01\times10^{-3}$ |
| $10^{-5}$ | $1.65\times10^{-5}$ | $2.34\times10^{-5}$ |
| $10^{-6}$ | $1.61\times10^{-5}$ | $1.71\times10^{-5}$ |
| $10^{-12}$ | $3.21\times10^{-5}$ | $3.22\times10^{-5}$ |

At $R=10^{-5}$ the two echoes are comparable, $1.00\times10^{-5}$ from the wall and $1.34\times10^{-5}$ from the mesh. For $m=2$ and $L=2$ the wall echo has the phase of $-1$ and $J_0$ that of $-i$, so they are a quarter cycle apart and their squares add: the result, $1.67\times10^{-5}$, is close to the measured value and well below the sum of moduli. The relative phase changes with $L$, so this gain is no basis for a design. At $R=10^{-12}$ the layer reflects twice as much as at $10^{-6}$. With $s_j=s(x_j)$ the same layer is best near $R=3\times10^{-8}$, where $|r|=1.3\times10^{-7}$, so the rule $R=D$ does not carry over to that scheme.

The best profile depends on thickness and on the scheme; the values here are for (5). With $R=10^{-8}$, 20 points per wavelength and integer $m$ from 0 to 4, the smallest reflection is $8.3\times10^{-3}$ at $L=0.5$ with $m=2$, $5.0\times10^{-4}$ at $L=1$ with $m=3$, and $6.8\times10^{-6}$ at $L=2$ with $m=4$. Law (2) cannot rank the thin layers, because it keeps only the entrance part of $J$. For $L=0.5$ and $m=4$ the measured reflection is 4.3 times the law, and a mesh 32 times finer does not help: the ratio is then 4.4. The full integral (10) agrees with the measured value to 2 % even on the coarse mesh.

Radiating modes cover a range of $\kappa$. If $\hat\sigma$ is fixed to give $R_0$ at $\kappa_0$, equation (1) gives

$$R(\kappa)=R_0^{\kappa/\kappa_0}. \tag{15}$$

As $\kappa\to0$ the wave travels nearly parallel to the layer, and $R\to1$ for any finite thickness. A layer with $m=2$, $R_0=10^{-8}$ and a thickness of one wavelength at $\kappa_0$ has $R=0.158$ at $\kappa=0.1\kappa_0$. On a mesh with 40 points per wavelength at $\kappa_0$, the measured value is $0.159$. Mesh refinement cannot cure this wall echo. The layer must be designed for the smallest $\kappa$ that matters, and its reflection then computed over the whole range with recursion (8), because (2) is reliable only for a fine mesh and a thick layer.

## Effect on waveguide loss

A slab guide leaks when its mode tunnels through a low-index gap into a high-index substrate. Let $\gamma$ be the decay constant in a gap of width $g$, and let $y$ be the distance into the substrate. An imperfect layer at distance $d$ produces the substrate field $e^{i\kappa y}+\hat re^{-i\kappa y}$, with $\hat r=re^{2i\kappa d}$. At $y=0$ its logarithmic derivative is $i\kappa Z$, where $Z=(1-\hat r)/(1+\hat r)$.

Matching the gap field $e^{-\gamma y}+\rho_ge^{\gamma y}$ gives $\gamma(\rho_g-1)=i\kappa Z(1+\rho_g)$, or

$$\rho_g=\frac{\gamma+i\kappa Z}{\gamma-i\kappa Z}.$$

At the core side, $y=-g$, the logarithmic derivative is $-\gamma(1-2\rho_ge^{-2\gamma g})$ to first order in the small tunnelling factor. The guide without leakage is a real eigenproblem, so $\beta^2$ shifts by a real constant times $\rho_ge^{-2\gamma g}$. The loss is therefore proportional to

$$\operatorname{Im}\rho_g=\frac{2\kappa\gamma\operatorname{Re}Z}{|\gamma-i\kappa Z|^2}
=\frac{2\kappa\gamma}{\gamma^2+\kappa^2}\,\frac{1-|r|^2}{\left|1+|r|e^{i\varphi}\right|^2}. \tag{16}$$

The second form uses $\operatorname{Re}Z=(1-|\hat r|^2)/|1+\hat r|^2$ and $\gamma-i\kappa Z=[(\gamma-i\kappa)+\hat r(\gamma+i\kappa)]/(1+\hat r)$. The phase $\varphi$ contains $2\kappa d$, so moving the layer by half a transverse wavelength covers a full cycle. The extreme factors are $(1+|r|)/(1-|r|)$ and its inverse, whence

$$\frac{\alpha_{\max}-\alpha_{\min}}{\alpha_{\max}+\alpha_{\min}}=\frac{2|r|}{1+|r|^2}. \tag{17}$$

For small $|r|$, the relative loss error reaches about $2|r|$: it is linear in the reflected amplitude.

## A leaky slab

The model has vacuum wavelength 1.55 µm, a core of index 3.5 and width $w=0.2$ µm, cladding and gap of index 1.5, $g=0.5$ µm and a substrate of index 3.5. Material absorption, roughness and lateral confinement are left out.

With $q$ the transverse wavenumber in the core, matching decay above the core to an outgoing substrate wave gives

$$\frac{\gamma\cos qw-q\sin qw}{\cos qw+(\gamma/q)\sin qw}
=\gamma\,\frac{i\kappa\cosh\gamma g-\gamma\sinh\gamma g}{\gamma\cosh\gamma g-i\kappa\sinh\gamma g}. \tag{18}$$

A complex secant iteration gives the TE$_0$ effective index $2.8061+2.965\times10^{-5}i$. With $\operatorname{Im}\beta=k_0\operatorname{Im}n_{\rm eff}=1.202\times10^{-4}$ µm$^{-1}$, the power loss is

$$\alpha=20\log_{10}(e)\operatorname{Im}\beta=8.686\times1.202\ \text{cm}^{-1}=10.44\ \text{dB/cm}.$$

The real part of $\kappa$ is 8.480 µm$^{-1}$, so the transverse wavelength is 0.741 µm. Its small negative imaginary part makes the leaky wave grow outward; the stretch turns this growth into decay.

For the matrix calculation, divide (5) by $s_j$ and replace $\kappa^2$ by $k_0^2\varepsilon_j-\beta^2$:

$$\frac1{s_jh^2}\left[\frac{E_{j+1}-E_j}{s_{j+1/2}}-\frac{E_j-E_{j-1}}{s_{j-1/2}}\right]+k_0^2\varepsilon_jE_j=\beta^2E_j. \tag{19}$$

Interface nodes take the mean permittivity of their two cells. The upper cladding ends at a wall 1.2 µm above the core, and shift-invert iteration finds the eigenvalue nearest the root of (18).

First take a 3 µm layer with $m=3$ and $R=10^{-12}$. By (2), its own reflection at $h=10$ nm is about $10^{-7}$, which is negligible here. The loss is 10.512 dB/cm at $h=10$ nm and 10.458 dB/cm at 5 nm, or 0.69 % and 0.17 % above the analytic value. This second-order error comes from the mesh in the guide, and no better PML removes it. Eliminating the $h^2$ term gives $(4\times10.458-10.512)/3=10.44$ dB/cm.

Now take a 0.4 µm layer with $m=2$ and move it in 10 nm steps through half a transverse wavelength. Its reflection follows from recursion (8).

| | $R=10^{-2}$ | $R=10^{-8}$ |
|---|---|---|
| $\lvert r\rvert$, $h=10$ nm | $1.002\times10^{-2}$ | $4.93\times10^{-4}$ |
| $\lvert r\rvert$, $h=5$ nm | $1.001\times10^{-2}$ | $1.23\times10^{-4}$ |
| loss range at 10 nm, dB/cm | 10.304–10.724 | 10.502–10.522 |
| contrast from eigenvalues | $1.997\times10^{-2}$ | $9.86\times10^{-4}$ |
| contrast from (17) | $2.004\times10^{-2}$ | $9.87\times10^{-4}$ |

The weak layer is limited by its wall: halving $h$ hardly changes its reflection. The strong layer is limited by its mesh, and in scheme (5) its reflection falls by four; with $s_j=s(x_j)$ the same layer reflects only $5.8\times10^{-7}$ at 10 nm. At 10 nm the strong layer moves the loss by only 0.1 % either way, while the guide mesh shifts it by 0.69 %. Moving the layer reveals the first error; refining the guide mesh reveals the second.
